# Second-order splitting of p³ terms and fits from nitrogen to bismuth: verification in Python

```python
# RESULT UNDER TEST: for p^3 with Coulomb parameter F2 = F^2/25 and spin-orbit
# parameter zeta (energies from 3 F0), J=5/2 lies at -6 F2, J=1/2 at 0, and the
# J=3/2 levels obey E (E+6 F2)(E+15 F2) = (9/4) zeta^2 (E+11 F2).
# Small zeta: E(2D5/2)-E(2D3/2) = 5 zeta^2/(24 F2),
#             E(2P3/2)-E(2P1/2) = 11 zeta^2/(40 F2).
# The model is then fitted to p^3 levels of N, P, As, Sb, Bi computed with
# average-of-configuration Dirac-Hartree-Fock orbitals (Dirac-Coulomb, no Breit)
# and full diagonalization inside p^3.
# Symbols: kappa = Dirac quantum number, P and Q = large and small radial parts,
# t = zeta^2/F2^2. Atomic units inside, cm^-1 in the printed atomic results.
import itertools
import numpy as np
from scipy import constants
from scipy.linalg import eigh, block_diag
from scipy.optimize import least_squares
from scipy.special import erf
from sympy import Rational
from sympy.physics.wigner import wigner_3j

C_LIGHT = 1 / constants.fine_structure
CM = constants.physical_constants['hartree-inverse meter relationship'][0] / 100
BOHR_FM = constants.physical_constants['Bohr radius'][0] * 1e15

# ---------- angular operators of one p electron (real p functions x spin) ----
nodes, gl_weights = np.polynomial.legendre.leggauss(8)
phis = 2 * np.pi * np.arange(16) / 16
ct, ph = [v.ravel() for v in np.meshgrid(nodes, phis, indexing='ij')]
sphere_w = np.repeat(gl_weights, 16) / 32
st = np.sqrt(1 - ct**2)
unit = np.array([st * np.cos(ph), st * np.sin(ph), ct])
quad = np.einsum('in,jn->ijn', unit, unit) - np.eye(3)[:, :, None] / 3
T2 = 3 * np.einsum('n,an,bn,ijn->ijab', sphere_w, unit, unit, quad)
eps3 = np.zeros((3, 3, 3))
for i, j, k in [(0, 1, 2), (1, 2, 0), (2, 0, 1)]:
    eps3[i, j, k], eps3[i, k, j] = 1, -1
pauli = np.array([[[0, 1], [1, 0]], [[0, -1j], [1j, 0]], [[1, 0], [0, -1]]])
l_one = [np.kron(-1j * eps3[k], np.eye(2)) for k in range(3)]
s_one = [np.kron(np.eye(3), pauli[k] / 2) for k in range(3)]
ls_one = sum(a @ b for a, b in zip(l_one, s_one))
J_PROJ = [(0.5 * np.eye(6) - ls_one) / 1.5, (ls_one + np.eye(6)) / 1.5]
# Legendre expansion: P_0 = 1, P_2(n1.n2) = (3/2) sum_ij quad_ij(1) quad_ij(2)
MULTIPOLE = {0: (1.0, [np.eye(6)]),
             2: (1.5, [np.kron(T2[i, j], np.eye(2))
                       for i in range(3) for j in range(3)])}

# ---------- three-electron space: 20 determinants ---------------------------
lower = np.array([[0., 1.], [0., 0.]])
parity = np.diag([1., -1.])
annih = []
for p in range(6):
    m = np.eye(1)
    for site in range(6):
        m = np.kron(m, parity if site < p else lower if site == p else np.eye(2))
    annih.append(m)
count = np.array([bin(s).count('1') for s in range(64)])
n3, n1 = np.where(count == 3)[0], np.where(count == 1)[0]
EXC = np.array([[(annih[p].T @ annih[q])[np.ix_(n3, n3)] for q in range(6)]
                for p in range(6)])
PAIR = np.array([(annih[q] @ annih[p])[np.ix_(n1, n3)]
                 for p in range(6) for q in range(6)])


def one_body(op):
    return np.tensordot(op, EXC, 2)


def two_body(g):
    half = np.tensordot(g.reshape(36, 36), PAIR, (1, 0))
    return 0.5 * np.tensordot(PAIR, half, ([0, 1], [0, 1]))


def square(ops):
    return sum(one_body(o) @ one_body(o) for o in ops)


def eigenspace(op, value):
    e, v = np.linalg.eigh(op)
    return v[:, abs(e - value) < 1e-6]


L2 = square(l_one)
J2 = square([a + b for a, b in zip(l_one, s_one)])
J_SPACE = {j: eigenspace(J2, j * (j + 1)) for j in (1.5, 2.5, 0.5)}


def term_projector(L, J):
    a, b = eigenspace(L2, L * (L + 1)), J_SPACE[J]
    return a @ a.conj().T @ b @ b.conj().T


def levels(H):
    """Order: three J=3/2 levels ascending, then J=5/2, then J=1/2."""
    out = []
    for j, v in J_SPACE.items():
        e = np.linalg.eigvalsh(v.conj().T @ H @ v).reshape(-1, int(2 * j + 1))
        assert np.ptp(e, axis=1).max() < 1e-8 * (1 + abs(e).max())
        out += list(e.mean(axis=1))
    return np.array(out)


g_f2 = 25 * 1.5 * sum(np.einsum('pr,qs->pqrs', o, o) for o in MULTIPOLE[2][1])
H_F2, H_SO = two_body(g_f2), one_body(ls_one)


def reduced_levels(t):
    """Model levels divided by F2, same order as levels()."""
    x = np.sort(np.roots([1, 21, 90 - 2.25 * t, -24.75 * t]).real)
    return np.array([*x, -6.0, 0.0])


# ---------- tests of the model ----------------------------------------------
for z in (0.3, 1.0, -2.0, 5.0, 12.0):
    direct = levels(H_F2 + z * H_SO)
    mat = np.array([[-15, 0, z], [0, -6, 5**0.5 / 2 * z],
                    [z, 5**0.5 / 2 * z, 0]])
    assert np.allclose(direct[:3], np.linalg.eigvalsh(mat), atol=1e-9)
    assert np.allclose(direct, reduced_levels(z * z), atol=1e-8)
PT = {L: term_projector(L, 1.5) for L in (0, 2, 1)}


def coupling(H, a, b):
    return np.linalg.norm(PT[a] @ H @ PT[b]) / 2


c_sp, c_dp, c_sd = coupling(H_SO, 0, 1), coupling(H_SO, 2, 1), coupling(H_SO, 0, 2)
assert abs(c_sp - 1) < 1e-9 and abs(c_dp - 5**0.5 / 2) < 1e-9 and c_sd < 1e-9
for L in (0, 1, 2):
    v = eigenspace(L2, L * (L + 1))
    assert np.linalg.norm(v.conj().T @ H_SO @ v) < 1e-9
small = 0.01
e = levels(H_F2 + small * H_SO)
coef_d, coef_p = (e[3] - e[1]) / small**2, (e[2] - e[4]) / small**2
coef_s = (e[0] + 15) / small**2
assert abs(coef_d / (5 / 24) - 1) < 1e-3 and abs(coef_p / (11 / 40) - 1) < 1e-3
assert abs(coef_s * 15 + 1) < 1e-3
assert np.allclose(levels(H_SO)[:3], [-1.5, 0, 1.5], atol=1e-9)


def fit_model(data, t_start):
    """Least squares in shift, F2 and t; shift and F2 are solved linearly."""
    def linear(t):
        design = np.column_stack([np.ones(5), reduced_levels(t)])
        par = np.linalg.lstsq(design, data, rcond=None)[0]
        return par, design @ par
    sol = least_squares(lambda q: linear(q[0])[1] - data, [t_start],
                        jac='3-point', xtol=1e-13, ftol=1e-13, gtol=1e-13)
    par, fitted = linear(sol.x[0])
    return par[1], sol.x[0] * par[1]**2, fitted


f_test, z2_test, _ = fit_model(levels(1000 * H_F2 + 700 * H_SO) + 123.0, 0.3)
assert abs(f_test - 1000) < 1e-3 and abs(z2_test**0.5 - 700) < 1e-3

# ---------- radial grid, Coulomb kernels, Dirac basis ------------------------
STEP = 0.06
r = np.exp(np.arange(np.log(1e-7), np.log(40.0), STEP))
w = r * STEP
r_lo, r_hi = np.minimum.outer(r, r), np.maximum.outer(r, r)
KERNEL = []
for k in range(8):
    u = (r_lo / r_hi)**k / r_hi
    # end-point correction of the trapezoid rule for the kink at r = r'
    u[np.diag_indices(len(r))] *= 1 - STEP * (2 * k + 1) / 12
    KERNEL.append(u)
hyd_2p = r**4 * np.exp(-r) / 24
assert abs((hyd_2p * w) @ KERNEL[2] @ (hyd_2p * w) - 45 / 512) < 1e-6

KAPPAS = (-1, 1, -2, 2, -3, 3, -4)


def orb_l(kappa):
    return kappa if kappa > 0 else -kappa - 1


EXCHANGE = {}
for ka, kb in itertools.product(KAPPAS, repeat=2):
    ja, jb = 2 * abs(ka) - 1, 2 * abs(kb) - 1
    total = np.zeros_like(r_lo)
    for k in range(abs(ja - jb) // 2, (ja + jb) // 2 + 1):
        if (orb_l(ka) + orb_l(kb) + k) % 2 == 0:
            three_j = float(wigner_3j(Rational(ja, 2), k, Rational(jb, 2),
                                      Rational(1, 2), 0, -Rational(1, 2)))
            total += (jb + 1) * three_j**2 * KERNEL[k]
    EXCHANGE[ka, kb] = total


def dirac_basis(kappa, n):
    a = 0.02 * 2.0**np.arange(n)[:, None]
    l = orb_l(kappa)
    large = r**(l + 1) * np.exp(-a * r**2)
    large /= np.sqrt((large**2 * w).sum(1))[:, None]
    deriv = ((l + 1 + kappa) / r - 2 * a * r) * large
    small_c = deriv / np.sqrt((deriv**2 * w).sum(1))[:, None]
    s_l, s_s = (large * w) @ large.T, (small_c * w) @ small_c.T
    kin = C_LIGHT * (small_c * w) @ deriv.T
    fixed = np.block([[np.zeros((n, n)), kin.T], [kin, -2 * C_LIGHT**2 * s_s]])
    return large, small_c, block_diag(s_l, s_s), fixed


def potential_matrix(basis, v):
    return block_diag((basis[0] * w * v) @ basis[0].T,
                      (basis[1] * w * v) @ basis[1].T)


hyd_num, hyd_formula = [], []
for kappa in (1, -2):
    b = dirac_basis(kappa, 30)
    hyd_num.append(eigh(b[3] + potential_matrix(b, -33 / r), b[2])[0][30])
    za = 33 / C_LIGHT
    n_eff = 2 - abs(kappa) + np.sqrt(kappa**2 - za**2)
    hyd_formula.append(C_LIGHT**2 * (1 / np.sqrt(1 + (za / n_eff)**2) - 1))
assert abs(np.diff(hyd_num)[0] / np.diff(hyd_formula)[0] - 1) < 1e-3


def solve_atom(Z, mass, shells, n):
    """shells = number of closed s, p, d, f shells; the open shell is p^3."""
    rms = (0.836 * mass**(1 / 3) + 0.57) / BOHR_FM
    v_nuc = -Z * erf(np.sqrt(1.5) * r / rms) / r
    kappas = [k for k in KAPPAS if shells[orb_l(k)] or orb_l(k) == 1]
    bas = {k: dirac_basis(k, n) for k in kappas}
    x = r * Z**(1 / 3) / 0.8853
    v_start = v_nuc + (Z - 1) / r * (1 - 1 / (1 + 0.536 * x)**2)
    C = {k: eigh(bas[k][3] + potential_matrix(bas[k], v_start), bas[k][2])[1]
         for k in kappas}

    def orbitals():
        out = {}
        for k in kappas:
            m = shells[orb_l(k)] + (orb_l(k) == 1)
            c = C[k][:, n:n + m]
            out[k] = (c[:n].T @ bas[k][0], c[n:].T @ bas[k][1])
        return out

    def fock(k, open_weight, orb):
        dens = np.zeros_like(r)
        w_ll, w_ls, w_ss = [np.zeros_like(r_lo) for _ in range(3)]
        for kb, (P, Q) in orb.items():
            occ = np.ones(len(P))
            if orb_l(kb) == 1:
                occ[-1] = open_weight
            dens += 2 * abs(kb) * (occ @ (P**2 + Q**2))
            ex = EXCHANGE[k, kb]
            w_ll += ex * ((P.T * occ) @ P)
            w_ls += ex * ((P.T * occ) @ Q)
            w_ss += ex * ((Q.T * occ) @ Q)
        lw, sw = bas[k][0] * w, bas[k][1] * w
        mixed = lw @ w_ls @ sw.T
        exch = np.block([[lw @ w_ll @ lw.T, mixed], [mixed.T, sw @ w_ss @ sw.T]])
        v = v_nuc + KERNEL[0] @ (dens * w)
        return bas[k][3] + potential_matrix(bas[k], v) - exch

    # a closed-shell electron sees 1/2 of the full p shell, an open-shell one 2/5
    keys = [(k, 0.5) for k in kappas] + [(1, 0.4), (-2, 0.4)]
    F, last = None, np.zeros(2)
    for cycle in range(90):
        orb = orbitals()
        new = {key: fock(*key, orb) for key in keys}
        F = new if F is None else {q: 0.6 * new[q] + 0.4 * F[q] for q in keys}
        valence = []
        for k in kappas:
            if orb_l(k) != 1:
                C[k] = eigh(F[k, 0.5], bas[k][2])[1]
                continue
            closed = C[k].T @ F[k, 0.5] @ C[k]
            opened = C[k].T @ F[k, 0.4] @ C[k]
            core, o = slice(n, n + shells[1]), n + shells[1]
            eff = opened.copy()
            eff[core, :], eff[:, core] = closed[core, :], closed[:, core]
            eff[core, o] = 2 * closed[core, o] - opened[core, o]
            eff[o, core] = eff[core, o]
            energy, rot = np.linalg.eigh((eff + eff.T) / 2)
            C[k] = C[k] @ rot
            valence.append(energy[o])
        change = abs(np.array(valence) - last).max()
        last = np.array(valence)
        if cycle > 5 and change < 1e-8:
            break
    assert change < 1e-7, 'self-consistency not reached'
    orb = orbitals()
    P, Q, orbital_e, core_e = [], [], [], []
    for k in (1, -2):
        c = C[k][:, n + shells[1]]
        orbital_e.append(c @ fock(k, 0.4, orb) @ c)
        core_e.append(c @ fock(k, 0.0, orb) @ c)
        P.append(orb[k][0][-1])
        Q.append(orb[k][1][-1])
    if (P[0] * P[1] * w).sum() < 0:
        P[1], Q[1] = -P[1], -Q[1]
    return P, Q, np.array(orbital_e), np.array(core_e)


def p3_hamiltonian(P, Q, core_e):
    g = np.zeros((6,) * 4, complex)
    for k, (factor, ops) in MULTIPOLE.items():
        for a, b, c, d in itertools.product(range(2), repeat=4):
            rho1 = (P[a] * P[c] + Q[a] * Q[c]) * w
            rho2 = (P[b] * P[d] + Q[b] * Q[d]) * w
            radial = factor * (rho1 @ KERNEL[k] @ rho2)
            for o in ops:
                g += radial * np.einsum('pr,qs->pqrs', J_PROJ[a] @ o @ J_PROJ[c],
                                        J_PROJ[b] @ o @ J_PROJ[d])
    return two_body(g) + one_body(core_e[0] * J_PROJ[0] + core_e[1] * J_PROJ[1])


# ---------- printed results --------------------------------------------------
print(f"couplings/zeta: 4S-2P {c_sp:.6f}, 2D-2P {c_dp:.6f}, 4S-2D {c_sd:.6f}")
print(f"2D split F2/zeta^2, small zeta: {coef_d:.5f}")
print(f"2P split F2/zeta^2, small zeta: {coef_p:.5f}")
print(f"4S shift F2/zeta^2, small zeta: {coef_s:.5f}")
F_R, Z_R = 1000.0, 500.0
e = levels(F_R * H_F2 + Z_R * H_SO)
print(f"Round case: F2 = {F_R:.0f}, zeta = {Z_R:.0f} cm^-1")
print(f" J=3/2 levels: {e[0]:.2f}, {e[1]:.2f}, {e[2]:.2f} cm^-1")
print(f" 2D split exact {e[3]-e[1]:.2f}, 2nd order {5*Z_R**2/24/F_R:.2f} cm^-1")
print(f" 2P split exact {e[2]-e[4]:.2f}, 2nd order {11*Z_R**2/40/F_R:.2f} cm^-1")
print("Atoms: level order 2D3/2, 2D5/2, 2P1/2, 2P3/2 above 4S3/2, cm^-1")

ATOMS = [('N', 7, 14, (2, 0, 0, 0), 24), ('P', 15, 31, (3, 1, 0, 0), 26),
         ('As', 33, 75, (4, 2, 1, 0), 28), ('Sb', 51, 121, (5, 3, 2, 0), 30),
         ('Bi', 83, 209, (6, 4, 3, 1), 32)]
ORDER = [1, 3, 4, 2]
for name, Z, mass, shells, n in ATOMS:
    P, Q, orbital_e, core_e = solve_atom(Z, mass, shells, n)
    H = p3_hamiltonian(P, Q, core_e)
    average = (2 * (core_e[0] + orbital_e[0]) + 4 * (core_e[1] + orbital_e[1])) / 4
    assert abs(np.trace(H).real / 20 - average) < 1e-7
    H = (H - np.trace(H) / 20 * np.eye(20)) * CM
    E = levels(H)
    zeta_orb = 2 / 3 * (orbital_e[1] - orbital_e[0]) * CM
    rho = (P[1]**2 + Q[1]**2) * w
    f2_orb = rho @ KERNEL[2] @ rho / 25 * CM
    F2, zeta2, fitted = fit_model(E, (zeta_orb / f2_orb)**2)
    misfit = np.sqrt(np.mean((fitted - E)**2))

    def mean_energy(L, J):
        return np.trace(term_projector(L, J) @ H).real / (2 * J + 1)

    first_d = mean_energy(2, 2.5) - mean_energy(2, 1.5)
    first_p = mean_energy(1, 1.5) - mean_energy(1, 0.5)
    vec = J_SPACE[1.5]
    ground = vec @ np.linalg.eigh(vec.conj().T @ H @ vec)[1][:, :4]
    weight = np.trace(ground.conj().T @ PT[0] @ ground).real / 4
    if name == 'N':
        second = coupling(H, 2, 1)**2 / (mean_energy(1, 1.5) - mean_energy(2, 1.5))
        assert abs(E[3] - E[1] - first_d - second) < 0.05 * second
        assert abs(F2 / f2_orb - 1) < 0.01
    if name in ('As', 'Sb', 'Bi'):
        # the one-parameter spin-orbit model is itself only good to some percent
        assert zeta2 > 0 and abs(zeta2**0.5 / zeta_orb - 1) < 0.15
    zeta_text = f"{zeta2**0.5:.1f}" if zeta2 > 0 else "not real"
    print(f"{name}: fit F2 {F2:.2f} cm^-1, zeta^2 {zeta2:.5g} cm^-2")
    print(f" zeta: fit {zeta_text}, orbital {zeta_orb:.1f} cm^-1")
    print(" computed " + " ".join(f"{v:.2f}" for v in (E - E[0])[ORDER]))
    print(" fitted   " + " ".join(f"{v:.2f}" for v in (fitted - fitted[0])[ORDER]))
    print(f" rms misfit {misfit:.3f} cm^-1, 4S weight {weight:.5f}")
    print(f" 2D split {E[3]-E[1]:.3f}, first-order part {first_d:.3f} cm^-1")
    print(f" 2P split {E[2]-E[4]:.3f}, first-order part {first_p:.3f} cm^-1")
    if name == 'N':
        print(f" N 2D split, second-order part {second:.3f} cm^-1")
print("all good")
```

It prints:

```
couplings/zeta: 4S-2P 1.000000, 2D-2P 1.118034, 4S-2D 0.000000
2D split F2/zeta^2, small zeta: 0.20833
2P split F2/zeta^2, small zeta: 0.27500
4S shift F2/zeta^2, small zeta: -0.06667
Round case: F2 = 1000, zeta = 500 cm^-1
 J=3/2 levels: -15016.69, -6051.40, 68.09 cm^-1
 2D split exact 51.40, 2nd order 52.08 cm^-1
 2P split exact 68.09, 2nd order 68.75 cm^-1
Atoms: level order 2D3/2, 2D5/2, 2P1/2, 2P3/2 above 4S3/2, cm^-1
N: fit F2 2515.18 cm^-1, zeta^2 27795 cm^-2
 zeta: fit 166.7, orbital 102.1 cm^-1
 computed 22636.92 22639.02 37727.52 37732.93
 fitted   22635.10 22637.40 37728.51 37731.55
 rms misfit 1.086 cm^-1, 4S weight 0.99999
 2D split 2.102, first-order part 1.503 cm^-1
 2P split 5.411, first-order part 4.620 cm^-1
 N 2D split, second-order part 0.599 cm^-1
P: fit F2 1680.79 cm^-1, zeta^2 1.3327e+05 cm^-2
 zeta: fit 365.1, orbital 303.3 cm^-1
 computed 15124.24 15139.64 25212.65 25245.22
 fitted   15115.95 15132.43 25217.19 25238.96
 rms misfit 4.925 cm^-1, 4S weight 0.99989
 2D split 15.403, first-order part 6.681 cm^-1
 2P split 32.578, first-order part 21.059 cm^-1
As: fit F2 1597.31 cm^-1, zeta^2 2.1443e+06 cm^-2
 zeta: fit 1464.3, orbital 1529.2 cm^-1
 computed 14241.49 14497.23 24025.41 24439.66
 fitted   14197.67 14465.61 24049.45 24407.23
 rms misfit 25.073 cm^-1, 4S weight 0.99681
 2D split 255.744, first-order part 28.435 cm^-1
 2P split 414.249, first-order part 111.033 cm^-1
Sb: fit F2 1417.21 cm^-1, zeta^2 1.0311e+07 cm^-2
 zeta: fit 3211.0, orbital 3458.5 cm^-1
 computed 12132.17 13295.69 21707.55 23528.34
 fitted   12036.42 13251.01 21754.26 23464.99
 rms misfit 49.851 cm^-1, 4S weight 0.97776
 2D split 1163.521, first-order part 37.084 cm^-1
 2P split 1820.795, first-order part 242.880 cm^-1
Bi: fit F2 1268.13 cm^-1, zeta^2 1.107e+08 cm^-2
 zeta: fit 10521.3, orbital 11311.4 cm^-1
 computed 12537.09 17316.63 25144.59 36342.34
 fitted   12961.05 17727.56 25336.32 36417.26
 rms misfit 172.223 cm^-1, 4S weight 0.71220
 2D split 4779.541, first-order part -157.068 cm^-1
 2P split 11197.749, first-order part 854.408 cm^-1
all good
```
